\section*{Klein–Nishina scattering of polarized and unpolarized photons}

\section{An electron shaken by weak, low-frequency light}

Let a plane wave with electric field $\boldsymbol\epsilon E_0\cos\omega t$ fall on a free electron. Atomic units are used, with electron charge $-1$, speed of light $c=1/\alpha$, rest energy $c^2$ and Gaussian fields. For a weak wave, meaning $E_0\ll\omega c$, the electron moves slowly, the magnetic force is negligible, and Newton's law gives the acceleration $-\boldsymbol\epsilon E_0\cos\omega t$. The second time derivative of the dipole moment is therefore $+\boldsymbol\epsilon E_0\cos\omega t$. A dipole $\mathbf d$ radiates the power $|\boldsymbol\epsilon'\cdot\ddot{\mathbf d}|^2/(4\pi c^3)$ per solid angle into the linear polarization $\boldsymbol\epsilon'$. Its time average is $E_0^2(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2/(8\pi c^3)$, and the incident flux is $cE_0^2/(8\pi)$. Their ratio is the Thomson cross section
\begin{equation}
\frac{d\sigma}{d\Omega}=r_e^2(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2,\qquad r_e=\frac1{c^2}.
\label{thomson}
\end{equation}
Nothing here depends on $\omega$, because the acceleration of a free electron has amplitude $E_0$ at every frequency; the scattered light also keeps the frequency $\omega$. A photon, however, carries momentum $\omega/c$, and the electron must recoil. What follows adds recoil and spin.

\section{Kinematics and rate}

A photon of energy $\omega$ and direction $\hat{\mathbf k}$ meets an electron at rest. It leaves with energy $\omega'$ and direction $\hat{\mathbf k}'$, and $\mu=\hat{\mathbf k}\cdot\hat{\mathbf k}'=\cos\theta$. The final electron has energy $E'$ and momentum $\mathbf q/c$, where $\mathbf q=\omega\hat{\mathbf k}-\omega'\hat{\mathbf k}'$. Setting $(c^2+\omega-\omega')^2=E'^2=c^4+\mathbf q^2$ gives
\begin{equation}
c^2(\omega-\omega')=\omega\omega'(1-\mu),\qquad
\omega'=\frac{\omega}{1+x(1-\mu)},\quad x=\frac{\omega}{c^2}.
\label{compton}
\end{equation}

The Dirac Hamiltonian is $c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+\boldsymbol\alpha\cdot\mathbf A$. In a box of volume $V$ a photon mode enters $\mathbf A$ with amplitude $\sqrt{2\pi c^2/(V\omega)}$. The transition matrix element is thus $2\pi c^2T/(V\sqrt{\omega\omega'})$, where $T$ is the electronic part. The golden rule uses $V\omega'^2d\omega'd\Omega/(2\pi c)^3$ photon states, and the flux is $c/V$. All prefactors combine to
\[
\frac Vc\,2\pi\,\frac{4\pi^2c^4}{V^2\omega\omega'}\,\frac{V\omega'^2}{8\pi^3c^3}=\frac{\omega'}{\omega},
\]
so that
\begin{equation}
\frac{d\sigma}{d\Omega}=\int d\omega'\,\frac{\omega'}{\omega}\,
\delta(E'+\omega'-c^2-\omega)\,\overline{|T|^2}.
\label{rate}
\end{equation}
The bar means an average over initial and a sum over final electron spin. The polarization vectors are real and transverse, $\boldsymbol\epsilon\cdot\hat{\mathbf k}=\boldsymbol\epsilon'\cdot\hat{\mathbf k}'=0$. The result to be shown is
\begin{equation}
\boxed{\frac{d\sigma}{d\Omega}=\frac{r_e^2}{4}\Big(\frac{\omega'}{\omega}\Big)^2F,\quad
F=\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-2+4(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2}
\label{kn}
\end{equation}

\section{First derivation: states above a filled sea}

\subsection{Sum over intermediate states}

The coupling is linear in $\mathbf A$, so scattering begins at second order, with either absorption or emission first. Negative-energy states are taken as filled. Consider one, $n$, of energy $-E_n$. The initial electron $i$ cannot enter it. Instead, the sea electron $n$ can emit the final photon and become the final electron $f$, after which $i$ absorbs the incident photon and fills the hole. The energy denominator (initial minus intermediate energy) is
\[
-(E'+E_n+\omega')=-(c^2+\omega+E_n),
\]
by energy conservation. This is minus the denominator of the forbidden path $i\to n\to f$ with absorption first. The operators give a second minus sign: with $n$ full,
\[
b_n^\dagger b_i\,b_f^\dagger b_n=b_n^\dagger b_n\,b_ib_f^\dagger=b_ib_f^\dagger=-b_f^\dagger b_i .
\]
The two signs cancel. If the sea electron first absorbs the incident photon, the denominator is $-(E'+E_n-\omega)=-(c^2-\omega'+E_n)$, and the same cancellation occurs. The filled sea therefore gives the same amplitude as an unrestricted sum over one-electron states.

Let $H(\mathbf P)=\boldsymbol\alpha\cdot\mathbf P+\beta c^2$, with $\mathbf P$ equal to $c$ times the momentum. Since $H^2=P^2+c^4$, the sum over states is $(E-H)^{-1}=(E+H)/(E^2-P^2-c^4)$. After absorption $E=c^2+\omega$ and $P=\omega$, so the denominator is $2c^2\omega$. After emission $E=c^2-\omega'$ and $P=\omega'$, so it is $-2c^2\omega'$. The initial spinor obeys $\beta u=u$, and $\beta$ anticommutes with $\boldsymbol\alpha$, hence $(c^2+\beta c^2)\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u=0$. What remains after absorption is
\[
\frac{\omega(1+\boldsymbol\alpha\cdot\hat{\mathbf k})}{2c^2\omega}\,\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u ,
\]
and after emission, where $\mathbf P=-\omega'\hat{\mathbf k}'$,
\[
\frac{-\omega'(1+\boldsymbol\alpha\cdot\hat{\mathbf k}')}{-2c^2\omega'}\,\boldsymbol\alpha\cdot\boldsymbol\epsilon'\,u .
\]
With $\eta=\boldsymbol\epsilon\cdot\boldsymbol\epsilon'$ and $\boldsymbol\alpha\cdot\boldsymbol\epsilon'\,\boldsymbol\alpha\cdot\boldsymbol\epsilon+\boldsymbol\alpha\cdot\boldsymbol\epsilon\,\boldsymbol\alpha\cdot\boldsymbol\epsilon'=2\eta$,
\begin{equation}
T=\frac1{2c^2}u'^\dagger\big[2\eta+\boldsymbol\alpha\cdot\boldsymbol\epsilon'\,\boldsymbol\alpha\cdot\hat{\mathbf k}\,\boldsymbol\alpha\cdot\boldsymbol\epsilon+\boldsymbol\alpha\cdot\boldsymbol\epsilon\,\boldsymbol\alpha\cdot\hat{\mathbf k}'\,\boldsymbol\alpha\cdot\boldsymbol\epsilon'\big]u .
\label{T}
\end{equation}

For $\omega\to0$ the final electron is also at rest. The triple products connect upper to lower components and drop out, leaving $T=\eta\,\chi'^\dagger\chi/c^2$, which is Thomson scattering. In this limit $\boldsymbol\alpha\cdot\boldsymbol\epsilon\,u$ has $\beta=-1$: it is a negative-energy state at rest. For small $x$ a positive-energy intermediate state has both of its matrix elements of order $x$ and a denominator of order $\omega$, so it contributes only of order $x^2/\omega=x/c^2$. In the gauge used here, with no scalar potential and polarizations transverse in the electron's rest frame, the whole Thomson amplitude thus comes from negative-energy intermediate states. The split itself depends on the gauge: replacing $\boldsymbol\alpha\cdot\boldsymbol\epsilon$ by $\boldsymbol\alpha\cdot\boldsymbol\epsilon+\lambda(\boldsymbol\alpha\cdot\hat{\mathbf k}-1)$ leaves $T$ unchanged but gives the positive-energy states a part of size $\lambda\,\boldsymbol\epsilon'\cdot\hat{\mathbf k}/c^2$, which is of Thomson order.

\subsection{Reduction to two components}

Put $D=E'+c^2$. The spinors are $u=(\chi,0)$ and $u'=N(\chi',\boldsymbol\sigma\cdot\mathbf q\,\chi'/D)$. From $\mathbf q^2=(E'-c^2)D$, normalization gives $N^2=D/(2E')$. A product of three $\boldsymbol\alpha$ matrices swaps upper and lower components and acts as the same product of $\boldsymbol\sigma$ matrices. I use
\[
\boldsymbol\sigma\cdot\mathbf a\,\boldsymbol\sigma\cdot\mathbf b\,\boldsymbol\sigma\cdot\mathbf d=\boldsymbol\sigma\cdot[(\mathbf a\cdot\mathbf b)\mathbf d-(\mathbf a\cdot\mathbf d)\mathbf b+(\mathbf b\cdot\mathbf d)\mathbf a]+i\mathbf a\cdot(\mathbf b\times\mathbf d)
\]
and the short forms $a=\boldsymbol\epsilon'\cdot\hat{\mathbf k}$, $b=\boldsymbol\epsilon\cdot\hat{\mathbf k}'$, $\mathbf n=\hat{\mathbf k}-\hat{\mathbf k}'$. Then $T=(N/2c^2)\chi'^\dagger M\chi$ with
\begin{align}
M&=2\eta+\frac{\boldsymbol\sigma\cdot\mathbf q\,(\boldsymbol\sigma\cdot\mathbf V+iS)}{D},\\
\mathbf V&=a\boldsymbol\epsilon+b\boldsymbol\epsilon'-\eta(\hat{\mathbf k}+\hat{\mathbf k}'),\qquad
S=\boldsymbol\epsilon'\cdot(\mathbf n\times\boldsymbol\epsilon).
\end{align}

\subsection{Spin sum}

Since $\boldsymbol\sigma\cdot\mathbf q\,\boldsymbol\sigma\cdot\mathbf V=\mathbf q\cdot\mathbf V+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf V)$,
\[
\tfrac12\mathrm{Tr}\,M^\dagger M=\Big(2\eta+\frac{\mathbf q\cdot\mathbf V}{D}\Big)^2+\frac{|\mathbf q\times\mathbf V+S\mathbf q|^2}{D^2}.
\]
The vectors $\mathbf q\times\mathbf V$ and $\mathbf q$ are orthogonal, and $(\mathbf q\cdot\mathbf V)^2+|\mathbf q\times\mathbf V|^2=q^2V^2$. Energy conservation gives $q^2=(\omega-\omega')D$. Therefore
\begin{equation}
\tfrac12\mathrm{Tr}\,M^\dagger M=4\eta^2+\frac{4\eta\,\mathbf q\cdot\mathbf V+(\omega-\omega')(V^2+S^2)}{D}.
\label{trace2}
\end{equation}
Both $\hat{\mathbf k}\cdot\mathbf V$ and $\hat{\mathbf k}'\cdot\mathbf V$ equal $ab-\eta(1+\mu)$, so
\[
\mathbf q\cdot\mathbf V=(\omega-\omega')[ab-\eta(1+\mu)].
\]
Squaring $\mathbf V$ gives $V^2=a^2+b^2+2\eta^2(1+\mu)-2ab\eta$. The square of the triple product $S$ is the determinant of the scalar products of $\boldsymbol\epsilon',\mathbf n,\boldsymbol\epsilon$. With $n^2=2(1-\mu)$, $\mathbf n\cdot\boldsymbol\epsilon'=a$ and $\mathbf n\cdot\boldsymbol\epsilon=-b$,
\[
S^2=2(1-\mu)(1-\eta^2)-a^2-b^2-2ab\eta .
\]
Hence $V^2+S^2=2(1-\mu)+4\eta^2\mu-4ab\eta$. Adding $4\eta[ab-\eta(1+\mu)]$ removes $ab$ and leaves $2(1-\mu)-4\eta^2$. As $D-(\omega-\omega')=2c^2$, Eq.~(\ref{trace2}) becomes
\[
\frac{8c^2\eta^2+2(\omega-\omega')(1-\mu)}{D}
=\frac{2c^2}{D}\Big[4\eta^2+\frac{(\omega-\omega')^2}{\omega\omega'}\Big]=\frac{2c^2}{D}F,
\]
where Eq.~(\ref{compton}) replaced $1-\mu$. With $N^2/(4c^4)$ in front, $\overline{|T|^2}=F/(4c^2E')$.

The delta function in Eq.~(\ref{rate}) contributes the inverse of
\[
1+\frac{\partial E'}{\partial\omega'}=\frac{E'+\omega'-\omega\mu}{E'}=\frac{c^2+\omega(1-\mu)}{E'}=\frac{c^2\omega}{\omega'E'} .
\]
The product $(\omega'/\omega)(\omega'E'/c^2\omega)F/(4c^2E')$ is Eq.~(\ref{kn}).

\section{Second derivation: a driven wave and traces}

Now no sea is assumed and no intermediate states are summed. One Dirac wave is driven by the two photon modes. Four-vectors carry energy units: $p=(c^2,\mathbf0)$, $k=\omega(1,\hat{\mathbf k})$, $e=(0,\boldsymbol\epsilon)$, and likewise for $k'$, $e'$. Products are $a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b$, so $e\cdot e'=-\eta$ and $e^2=-1$. With $\not a=\gamma^\mu a_\mu$, $\gamma^0=\beta$ and $\boldsymbol\gamma=\beta\boldsymbol\alpha$, the Dirac equation multiplied by $\gamma^0$ is $(\not P-c^2)\psi=\boldsymbol\gamma\cdot\mathbf A\,\psi$. Solving it to second order and projecting on $u'$ gives $T=\bar u'\Gamma u$, with $\bar u'=u'^\dagger\gamma^0$ and
\[
\Gamma=\not e'\frac{\not p+\not k+c^2}{(p+k)^2-c^4}\not e+\not e\,\frac{\not p-\not k'+c^2}{(p-k')^2-c^4}\not e' .
\]
The denominators are $2p\cdot k$ and $-2p\cdot k'$. Because $p\cdot e=0$ and $\not p u=c^2u$, $(\not p+c^2)\not e\,u=\not e(c^2-\not p)u=0$, and the same holds for $e'$. Thus
\begin{equation}
\Gamma=\frac{\not e'\not k\not e}{2p\cdot k}+\frac{\not e\not k'\not e'}{2p\cdot k'} .
\end{equation}

The positive-energy projector $(E+H)/(2E)$, times $\gamma^0$, gives $\sum u\bar u=(\not p+c^2)/(2E)$. Hence
\[
\overline{|T|^2}=\frac{X}{8c^2E'},\qquad X=\mathrm{Tr}[(\not p'+c^2)\Gamma(\not p+c^2)\bar\Gamma],
\]
where $\bar\Gamma$ has each product in reverse order. The rules needed are $\not a\not b+\not b\not a=2a\cdot b$, vanishing traces of odd products, and $\mathrm{Tr}\not a\not b\not c\not d=4[(a\cdot b)(c\cdot d)-(a\cdot c)(b\cdot d)+(a\cdot d)(b\cdot c)]$. Conservation $p'=p+k-k'$ gives $p'\cdot k=p\cdot k'$, $p'\cdot k'=p\cdot k$, $p'\cdot e'=k\cdot e'$ and $p'\cdot e=-k'\cdot e$.

In the square of the first term, the $c^4$ part contains $\not k\not e\not e\not k=-k^2=0$. In the rest, $\not e\not p\not e=\not p$ and $\not k\not p\not k=2(p\cdot k)\not k$, so
\[
X_1=2p\cdot k\,\mathrm{Tr}\not p'\not e'\not k\not e'=8p\cdot k\,[2(k\cdot e')^2+p\cdot k'].
\]
The second square is, in the same way, $X_2=8p\cdot k'[-2(k'\cdot e)^2+p\cdot k]$.

The cross trace $X_3=\mathrm{Tr}(\not p'+c^2)\not e'\not k\not e(\not p+c^2)\not e'\not k'\not e$ is split by $p'=p+k-k'$. For the part with $p$, moving $\not p$ to the left gives
\[
\not e'\not k\not e(\not p+c^2)=-2(p\cdot k)\not e'\not e+(c^2-\not p)\not e'\not k\not e ,
\]
and $(\not p+c^2)(c^2-\not p)=0$ removes the last term. With $\not e'\not e\not e'=-2\eta\not e'+\not e$, this part is
\[
-2p\cdot k\,[-2\eta(4\eta\,p\cdot k')+4p\cdot k']=8(p\cdot k)(p\cdot k')(2\eta^2-1).
\]
In the part with $k$, $\not k\not e'\not k=2(k\cdot e')\not k$ and $\not e\not k\not e=\not k$ give $2(k\cdot e')\mathrm{Tr}\not k\not p\not e'\not k'=-8(k\cdot e')^2p\cdot k'$. The part with $-k'$ likewise gives $-2(k'\cdot e)\mathrm{Tr}\not k'\not k\not e\not p=+8(k'\cdot e)^2p\cdot k$.

A trace of slashed vectors is unchanged when their order is reversed, and reversal followed by a cyclic shift turns the other cross trace into $X_3$. The two are equal, so
\[
X=\frac{X_1}{4(p\cdot k)^2}+\frac{X_2}{4(p\cdot k')^2}+\frac{2X_3}{4(p\cdot k)(p\cdot k')}.
\]
The terms with $(k\cdot e')^2$ and $(k'\cdot e)^2$ cancel. With $p\cdot k=c^2\omega$ and $p\cdot k'=c^2\omega'$,
\[
X=2\frac{\omega'}{\omega}+2\frac{\omega}{\omega'}+4(2\eta^2-1)=2F .
\]

The energy integral can also be done with squared energies, which absorbs the factor $1/E'$. Put $\bar E=c^2+\omega-\omega'>0$. Then $\delta(E'-\bar E)/(2E')=\delta(\bar E^2-E'^2)$, whose argument is $2c^2(\omega-\omega')-2\omega\omega'(1-\mu)$. Its derivative with respect to $\omega'$ has magnitude $2c^2+2\omega(1-\mu)=2c^2\omega/\omega'$. Equation~(\ref{rate}) gives
\[
\frac{d\sigma}{d\Omega}=\frac{\omega'}{\omega}\,\frac{X}{4c^2}\,\frac{\omega'}{2c^2\omega}=\frac{r_e^2}{4}\Big(\frac{\omega'}{\omega}\Big)^2F .
\]

\section{What each derivation assumes}

Both derivations take a free electron at rest, the Dirac coupling, one photon in and one out, and lowest order. Both use the quantized field for the strength of spontaneous emission.

The first assumes a filled sea. This forbids real transitions to negative energy and makes the final electron stable. The second has no such protection against, for example, a fall to negative energy with emission of two photons. For one photon in and one out none is needed: Eq.~(\ref{compton}) has a single root, with $\omega'\le\omega$, so $E'=c^2+\omega-\omega'$ is positive. The amplitudes agree because energy conservation and the exchange sign restore the one-electron sum. The first route also shows which states carry the Thomson amplitude in this gauge; the second hides this in the inverse of $\not P-c^2$, but needs no explicit spinors.

The formula fails when binding energy or the electron's initial momentum matters, and it omits radiative corrections and extra photons. Above $\omega=4c^2$ an additional electron--positron pair can also be made, since then $(p+k)^2=c^4+2c^2\omega$ exceeds $(3c^2)^2$. That is a separate process. For circular polarization $\boldsymbol\epsilon$ is complex, and $F$ must be recalculated.

\section{Unpolarized light and the total}

Summing over final polarizations gives $\sum(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2=1-(\boldsymbol\epsilon\cdot\hat{\mathbf k}')^2$. The initial average of $(\boldsymbol\epsilon\cdot\hat{\mathbf k}')^2$ is $\tfrac12\sin^2\theta$. Hence $F$ becomes $2(\omega/\omega'+\omega'/\omega-2)+4-2\sin^2\theta$, and
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}\Big(\frac{\omega'}{\omega}\Big)^2\Big[\frac{\omega}{\omega'}+\frac{\omega'}{\omega}-\sin^2\theta\Big].
\label{unpol}
\end{equation}

For the total, let $t=\omega/\omega'=1+x(1-\mu)$, so $d\Omega\to2\pi\,dt/x$. With $s=(t-1)/x$, $\sin^2\theta=2s-s^2$ and
\[
\sigma=\frac{\pi r_e^2}{x}\int_1^{1+2x}\!dt\Big[\frac1t+\frac1{t^3}-\frac{2(t-1)}{xt^2}+\frac{(t-1)^2}{x^2t^2}\Big].
\]
With $L=\ln(1+2x)$, the four integrals are
\[
L,\quad \frac{2x(1+x)}{(1+2x)^2},\quad -\frac{2L}{x}+\frac4{1+2x},\quad
\frac1{x^2}\Big(2x-2L+\frac{2x}{1+2x}\Big).
\]
The terms without $L$ in the last two add to $4/x$, so
\begin{equation}
\sigma=\frac{\pi r_e^2}{x}\Big[\Big(1-\frac2x-\frac2{x^2}\Big)L+\frac4x+\frac{2x(1+x)}{(1+2x)^2}\Big].
\label{total}
\end{equation}

\subsection{Low energy}

Let $\nu=1-\mu$. Then $(\omega'/\omega)^2=1-2x\nu+3x^2\nu^2+\dots$, while $\omega/\omega'+\omega'/\omega-2=x^2\nu^2+\dots$. The first correction is therefore pure recoil, a factor $1-2x(1-\cos\theta)$ at fixed angle. The integrals over $\mu$ of $1+\mu^2$, $(1+\mu^2)\nu$, $(1+\mu^2)\nu^2$ and $\nu^2$ are $8/3$, $8/3$, $56/15$ and $8/3$. Thus
\begin{equation}
\sigma=\sigma_T\Big(1-2x+\frac{26}5x^2+\dots\Big),\qquad \sigma_T=\frac{8\pi}3r_e^2 .
\end{equation}
In ordinary units the first correction is $1-2\hbar\omega/mc^2$. Equation~(\ref{total}) is singular at $x=-1/2$, through the logarithm and, more strongly, through the double pole of its last term, so the series converges only for $x<1/2$.

\subsection{High energy}

For large $x$, $L=\ln2x+1/(2x)+\dots$ and the last term of Eq.~(\ref{total}) tends to $1/2$, with an error of order $1/x^2$. Hence
\begin{equation}
\sigma=\frac{\pi r_e^2}{x}\Big[\ln2x+\frac12+\frac{9/2-2\ln2x}{x}+\dots\Big].
\end{equation}
The logarithm comes from $\int dt/t$: each equal factor in $\omega/\omega'$ contributes equally. The $1/2$ comes from $\int dt/t^3$, near $t=1$. At $x=10^4$ the full integral above $t=\sqrt{1+2x}$ is 4.951 and below it 5.451. The boundary lies at $9.6^\circ$, so half the logarithm comes from larger angles.

\section{A photon of 100000 eV}

Here $x=0.195695$. At $60^\circ$ the scattered photon has $100000/(1+0.195695/2)=91087$ eV, and the electron receives 8913 eV. The recoil factor is $(\omega'/\omega)^2=0.82969$, and $\omega/\omega'+\omega'/\omega-2=0.008721$. With both polarizations perpendicular to the scattering plane, $\eta=1$ and
\[
\frac{d\sigma}{d\Omega}=\frac{(2.81794\times10^{-5})^2}{4}(0.82969)(4.008721)=6.603\times10^{-10}
\]
in \AA$^2$/sr. With both in the plane, $\eta=1/2$ and the value is $1.661\times10^{-10}$. Each crossed channel has $\eta=0$ and $1.436\times10^{-12}$; Eq.~(\ref{thomson}) gives zero there. Half the sum of the four channels is the unpolarized value, $4.146\times10^{-10}$ \AA$^2$/sr. This is 0.8355 of the Thomson value, slightly above the recoil factor because $0.008721$ adds to the bracket.

The total is $4.927\times10^{-9}$ \AA$^2$, or $1.760\times10^{-8}$ bohr$^2$, which is 0.7407 of $\sigma_T$. The first correction alone gives 0.6086, and the second-order series 0.8078; these are 18\% below and 9\% above Eq.~(\ref{total}). At 1000 eV the first correction is low by only 0.002\%. The logarithmic form is 12.5\% high at $10^6$ eV and 0.07\% high at $10^9$ eV. Its next term is negative once $\ln2x>9/4$, consistent with the excess from $10^7$ eV upward; at $10^6$ eV, where $x\approx2$, the expansion is not yet useful.

Keeping only positive-energy intermediate states in the perpendicular channel at $60^\circ$ leaves a fraction $1.87\times10^{-7}$ of the cross section at $x=0.001$ and $7.49\times10^{-7}$ at $x=0.002$. The fourfold rise shows the $x^2$ behaviour. At 100000 eV the fraction is still only 0.0064. This smallness does not extend to the crossed channels: there the Thomson amplitude vanishes, and at fixed angle the positive-energy part is of the same order in $x$ as the full amplitude. For small $x$ at $60^\circ$ it alone gives about seven times the full crossed cross section, and the negative-energy part cancels much of it. The numerical output also lists the direct state sums for the four polarization channels, which agree with Eq.~(\ref{kn}) to the digits printed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
speed of light c = 137.035999 a.u.
electron rest energy = 510998.95 eV
classical electron radius = 2.817940e-05 angstrom
Thomson total cross section = 6.652459e-09 angstrom^2
example photon energy = 100000.0 eV
x = photon energy / rest energy = 0.195695 (no unit)
scattering angle = 60.0 degrees
scattered photon energy = 91087.33 eV
electron kinetic energy = 8912.67 eV
ratio w'/w = 0.910873, squared = 0.829690 (no unit)
w/w' + w'/w - 2 = 0.008721 (no unit)
Polarized dsigma/dOmega at this angle, angstrom^2/sr:
 perpendicular to perpendicular: e.e' = 1.000, formula 6.60276e-10, state sum 6.60276e-10
 perpendicular to in-plane: e.e' = 0.000, formula 1.43641e-12, state sum 1.43641e-12
 in-plane to perpendicular: e.e' = 0.000, formula 1.43641e-12, state sum 1.43641e-12
 in-plane to in-plane: e.e' = 0.500, formula 1.66146e-10, state sum 1.66146e-10
unpolarized formula = 4.14647e-10 angstrom^2/sr
unpolarized Thomson = 4.96299e-10 angstrom^2/sr
their ratio = 0.835479 (no unit)
total cross section = 4.927485e-09 angstrom^2 = 1.759637e-08 bohr^2
1 - 2x = 0.608610, with 26x^2/5: 0.807752 (no unit)
Total/Thomson: closed form, then limit 1-2x or logarithm (no unit)
 1e3 eV: x = 1.95695e-03, total/Thomson = 9.961059e-01, 1-2x = 9.960861e-01, limit/total = 0.99998
 1e4 eV: x = 1.95695e-02, total/Thomson = 9.627573e-01, 1-2x = 9.608610e-01, limit/total = 0.99803
 1e5 eV: x = 1.95695e-01, total/Thomson = 7.407013e-01, 1-2x = 6.086098e-01, limit/total = 0.82167
 1e6 eV: x = 1.95695e+00, total/Thomson = 3.174885e-01, log = 3.572908e-01, limit/total = 1.12537
 1e7 eV: x = 1.95695e+01, total/Thomson = 7.664597e-02, log = 7.985227e-02, limit/total = 1.04183
 1e8 eV: x = 1.95695e+02, total/Thomson = 1.232404e-02, log = 1.239755e-02, limit/total = 1.00596
 1e9 eV: x = 1.95695e+03, total/Thomson = 1.679806e-03, log = 1.680987e-03, limit/total = 1.00070
Positive-energy intermediate states only, perpendicular channel:
 fraction of full result at x = 0.001: 1.8741e-07 (no unit)
 fraction of full result at x = 0.002: 7.4925e-07 (no unit)
 fraction at the example energy: 6.3765e-03 (no unit)
Logarithm at x = 10000: ln(1+2x) = 9.90354
 integral over w/w' above sqrt(1+2x): 4.95100
 integral over w/w' below sqrt(1+2x): 5.45095
 dividing angle = 9.613 degrees
largest relative error of polarized formula = 4.0e-09 (no unit)
\end{verbatim}
